\section*{Laser Linewidth from Finite Phase-Diffusion Records: Leakage and Resolution Bias}

\section{Result and model}

A laser whose phase diffuses at rate $D$ has a Lorentzian line of full width at half maximum $\Delta\nu=D/\pi$. When its spectrum is estimated from records of length $T$ with a rectangular window, the expected line is, to first order in $1/(DT)$, that of a laser with
\begin{equation}
D\;\to\;D+\frac1T ,\qquad \Delta\nu\;\to\;\Delta\nu+\frac{1}{\pi T}.
\label{shift}
\end{equation}
The far wings are then too high by the fraction $1/(DT)$, however far from the carrier one looks. A Hann window removes this wing excess and broadens the half-maximum width by $2/(\Delta\nu\,T^2)$ to leading order. Averaging more records reduces the scatter but leaves these biases in place. They are removed by fitting the spectrum expected for a finite record.

The model describes one mode well above threshold, with constant amplitude and white frequency noise. In a frame rotating at the known carrier frequency,
\begin{equation}
E(t)=e^{i\phi(t)},\qquad d\phi=\sqrt{2D}\,dW,
\end{equation}
where $W$ is a Wiener process with $\langle dW^2\rangle=dt$. Relaxation oscillations, amplitude-phase coupling as a dynamical process, $1/f$ noise and detector noise are left out. Frequencies are in MHz and times in $\mu$s, the natural units here. The offset from the carrier is $f$, with $\omega=2\pi f$, and spectra are two-sided.

The phase change over a time $\tau$ is Gaussian with variance $2D|\tau|$. Since $\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}$ for a Gaussian $X$ of zero mean,
\begin{equation}
\langle E(t+\tau)E^*(t)\rangle=e^{-D|\tau|}.
\end{equation}
With $s=D+i\omega$, the Fourier transform is
\begin{equation}
S(f)=2\,\mathrm{Re}\int_0^\infty e^{-s\tau}d\tau
=2\,\mathrm{Re}\,\frac1s=\frac{2D}{D^2+\omega^2}.
\label{lor}
\end{equation}
It falls to half its peak at $\omega=\pm D$, so the full width in $f$ is $2D/(2\pi)=D/\pi$.

\section{Integrating the phase}

The Euler--Maruyama step of length $h$ is
\begin{equation}
\phi_{n+1}=\phi_n+\sqrt{2Dh}\,\xi_n,
\end{equation}
with independent standard normal $\xi_n$. Because the noise coefficient is constant and there is no drift, this increment has the same distribution as that of the continuous process. The scheme therefore has no time-step error at the grid times.

This is lost if the same scheme is applied to the field. It\^o's rule gives
\begin{equation}
dE=iE\,d\phi-\tfrac12E\,(d\phi)^2=-DE\,dt+i\sqrt{2D}\,E\,dW .
\end{equation}
An Euler step multiplies $E$ by $1-Dh+i\sqrt{2Dh}\,\xi$, whose mean squared modulus is
\begin{equation}
(1-Dh)^2+2Dh=1+D^2h^2 .
\end{equation}
The true modulus is constant, but the numerical mean power grows geometrically. For $Dh=0.03142$ it should reach $1.0652$ after 64 steps; simulation gives $1.0677\pm0.0043$. Over 1024 steps the predicted factor is $2.746$. A minority of records carries this growth: to leading order the mean of $\ln|E|^2$ changes by $-3D^2h^2$ per step, so a typical record decays. A step that looks small thus spoils a long record, which is why the phase is integrated.

Sampling itself also changes the spectrum, by folding in frequencies beyond the sampling range. With $r=e^{-Dh}$ and $z=re^{-i\omega h}$, an infinite sampled record has
\begin{align}
S_h(f)&=h\Bigl[1+2\,\mathrm{Re}\sum_{k=1}^{\infty}z^k\Bigr]
=h\,\mathrm{Re}\,\frac{1+z}{1-z}\nonumber\\
&=\frac{h(1-r^2)}{1-2r\cos\omega h+r^2}.
\label{sampled}
\end{align}
The denominator equals $(1-r)^2+4r\sin^2(\omega h/2)$. At half maximum it is twice its value at $\omega=0$, so
\begin{equation}
\sin\frac{\omega h}{2}=\frac{1-r}{2\sqrt r}=\sinh\frac{Dh}{2}.
\end{equation}
The full width is $(2/\pi h)\arcsin[\sinh(Dh/2)]$, provided $\sinh(Dh/2)\le1$. Since $\arcsin(\sinh y)=y+y^3/3+\dots$, the relative broadening is $(Dh)^2/12$ to leading order. In the example below it amounts to $0.08$ kHz on a 1 MHz line, negligible beside the record-length effects on the width. The wings are affected more. For $Dh\ll1$ and $\omega\gg D$, \eqref{sampled} exceeds \eqref{lor} by the factor $(\omega h/2)^2/\sin^2(\omega h/2)\simeq1+(\omega h)^2/12$, which is 2\% at 8 MHz. Simulated spectra are therefore compared with \eqref{sampled}.

\section{Expected spectrum of a finite record}

Let $g(t)$ be the window on $0\le t\le T$. The estimate is
\begin{equation}
P(f)=\frac{\bigl|\int_0^T g(t)E(t)e^{-i\omega t}dt\bigr|^2}{\int_0^T g^2dt}.
\end{equation}
Writing the square as a double integral, averaging, and collecting equal time differences gives
\begin{align}
\langle P(f)\rangle&=2\int_0^T w(\tau)e^{-D\tau}\cos\omega\tau\,d\tau,\nonumber\\
w(\tau)&=\frac{\int_0^{T-\tau}g(t)g(t+\tau)dt}{\int_0^Tg^2dt}.
\label{window}
\end{align}
All the bias comes from the lag weight $w$ being smaller than one.

\subsection{Rectangular window}

For $g=1$, $w=1-\tau/T$. Integration by parts gives
\begin{align}
\int_0^T\Bigl(1-\frac{\tau}{T}\Bigr)e^{-s\tau}d\tau
&=\frac1s-\frac1{Ts}\int_0^Te^{-s\tau}d\tau\nonumber\\
&=\frac1s-\frac{1-e^{-sT}}{Ts^2},
\end{align}
and hence
\begin{equation}
P_T(f)=2\,\mathrm{Re}\left[\frac1s-\frac{1-e^{-sT}}{Ts^2}\right].
\label{rect}
\end{equation}
For $DT\gg1$ the term in $e^{-sT}$ is exponentially small. What remains of the bias is $-(2/T)\,\mathrm{Re}\,s^{-2}$. From \eqref{lor}, $\partial S/\partial D=-2\,\mathrm{Re}\,s^{-2}$, so
\begin{equation}
P_T\simeq S+\frac1T\frac{\partial S}{\partial D},
\end{equation}
which is \eqref{shift}. The reason is visible in the lag domain: $1-\tau/T$ agrees with $e^{-\tau/T}$ to first order, and $e^{-\tau/T}e^{-D\tau}$ is again an exponential. The largest relative difference between $P_T$ and the shifted Lorentzian, for offsets up to $3\Delta\nu$, is $1.0\times10^{-4}$ at $DT=100$ and $2.5\times10^{-5}$ at $DT=200$. The fourfold drop is that of a second-order error.

The half-maximum width can be found beyond first order. Put $x=\omega/D$ and $\varepsilon=1/(DT)$, and drop terms of order $e^{-DT}$. Then
\begin{equation}
\frac D2P_T=\frac1{1+x^2}-\varepsilon\frac{1-x^2}{(1+x^2)^2},
\end{equation}
with peak value $1-\varepsilon$. Set this equal to $(1-\varepsilon)/2$, write $v=1+x^2$, and multiply by $2v^2$:
\begin{align}
2v-2\varepsilon(2-v)&=(1-\varepsilon)v^2,\nonumber\\
(1-\varepsilon)v^2-2(1+\varepsilon)v+4\varepsilon&=0 .
\end{align}
The root that tends to $v=2$ as $\varepsilon\to0$ gives
\begin{equation}
x^2=\frac{2\varepsilon+\sqrt{1-2\varepsilon+5\varepsilon^2}}{1-\varepsilon}.
\end{equation}
The square root is $1-\varepsilon+2\varepsilon^2+\dots$, so $x^2=1+2\varepsilon+4\varepsilon^2+\dots$, and
\begin{equation}
x=1+\varepsilon+\tfrac32\varepsilon^2+\dots
\label{rwidth}
\end{equation}
The width is $x\,\Delta\nu$. Direct root finding at $DT=400$ gives $1.504$ for the second-order coefficient; the small difference from $3/2$ is of the size expected from the next order.

\subsection{Leakage and its cause}

Far from the carrier, $\omega\gg D$, we have $s^2\simeq-\omega^2$ and $S\simeq2D/\omega^2$. Equation \eqref{rect} then gives
\begin{equation}
\frac{P_T-S}{S}\simeq\frac{1-e^{-DT}\cos\omega T}{DT}.
\label{leak}
\end{equation}
This form also holds when $DT$ is not large, provided $\omega\gg D$ and $\omega T\gg1$; the leading neglected terms are $-2e^{-DT}\sin(\omega T)/(\omega T)$ and a fraction $-2D^2/\omega^2$ of the leakage itself. The leaked power falls as $\omega^{-2}$, just as the line does, so moving further out does not reduce the relative error.

The source is the mismatch between the two ends of the record. Take a Fourier bin, $\theta=\omega h=2\pi k/N$ with $k\ne0$ and $T=Nh$, and define
\begin{align}
X&=\sum_{n=0}^{N-1}E_ne^{-i\theta n},\qquad J=E_N-E_0,\nonumber\\
Y&=\sum_{n=0}^{N-1}(E_{n+1}-E_n)e^{-i\theta n}.
\end{align}
Shifting the index in the first part of $Y$, with $e^{-i\theta N}=1$, gives $Y=e^{i\theta}(X+J)-X$. Therefore
\begin{equation}
X+\frac{J}{1-e^{-i\theta}}=\frac{Y}{e^{i\theta}-1}.
\label{repair}
\end{equation}
The correlation function gives $\langle|J|^2\rangle=2(1-e^{-DT})$. For $\theta\ll1$, the mismatch term alone carries the power
\begin{equation}
\frac hN\,\frac{\langle|J|^2\rangle}{\theta^2}
=\frac{2(1-e^{-DT})}{T\omega^2}.
\end{equation}
Divided by $2D/\omega^2$, this is \eqref{leak} at a Fourier bin, where $\cos\omega T=1$.

It remains to see that $Y$ has no comparable bias. Its increments have covariance $-(1-r)^2r^{k-1}$ at lag $k\ge1$. The finite record weights this by $1-k/N$, which changes $\langle|Y|^2\rangle/N$ by
\begin{equation}
\frac{2(1-r)^2}{N}\,\mathrm{Re}\frac{e^{-i\theta}}{(1-z)^2}
\simeq-\frac{2}{N}\frac{D^2}{\omega^2},
\end{equation}
for $Dh\ll\theta\ll1$ and $DT\gg1$. The full value is about $2Dh$, so the relative bias is $-\varepsilon D^2/\omega^2$, which vanishes in the far wing. Adding the mismatch term as in \eqref{repair} therefore removes the leading leakage.

\subsection{Hann window}

Take $g=\sin^2(\pi t/T)=(1-\cos at)/2$ with $a=2\pi/T$. Expanding the product in \eqref{window} and integrating from $0$ to $T-\tau$ gives
\begin{equation}
4\!\int\! g(t)g(t+\tau)dt=(T-\tau)\bigl(1+\tfrac12\cos a\tau\bigr)+\frac{3}{2a}\sin a\tau .
\end{equation}
Here the two single cosines contribute $2\sin(a\tau)/a$, and the oscillating half of their product contributes $-\sin(a\tau)/(2a)$. Dividing by the value $3T/2$ at $\tau=0$, with $u=\tau/T$,
\begin{align}
w&=(1-u)\frac{2+\cos2\pi u}{3}+\frac{\sin2\pi u}{2\pi}\nonumber\\
&=1-\frac{2\pi^2}{3}u^2+\frac{2\pi^4}{9}u^4+O(u^5).
\end{align}
The linear and cubic terms cancel. The rectangular weight has a kink at zero lag, which adds $1/T$ to the slope $D$ of the correlation and so raises the $\omega^{-2}$ wing. The Hann weight has no such kink, so its relative wing bias vanishes far out.

Let $y=D\tau$, $\eta=2\pi^2/[3(DT)^2]$ and $p=1+ix$. Then $w=1-\eta y^2+\frac12\eta^2y^4+\dots$, and $\int_0^\infty y^me^{-py}dy=m!/p^{m+1}$ gives
\begin{equation}
\frac D2\langle P\rangle=\mathrm{Re}\left[\frac1p-\frac{2\eta}{p^3}+\frac{12\eta^2}{p^5}\right]+\dots
\label{hann}
\end{equation}
The peak is $1-2\eta+12\eta^2$. Near $x=1$ put $x=1+\delta$. The first term is $\frac12-\frac\delta2+\frac{\delta^2}4$. At $x=1$, $\mathrm{Re}\,p^{-3}=-\frac14$ with zero slope, and $\mathrm{Re}\,p^{-5}=-\frac18$. The half-maximum condition becomes
\begin{equation}
\frac12-\frac\delta2+\frac{\delta^2}4+\frac\eta2-\frac32\eta^2
=\frac12-\eta+6\eta^2 .
\end{equation}
First order gives $\delta=3\eta$. Inserting $\delta=3\eta+c\eta^2$ in the second order gives $-c/2+9/4-3/2=6$, so $c=-21/2$:
\begin{equation}
x=1+3\eta-\tfrac{21}{2}\eta^2+\dots
\label{hwidth}
\end{equation}
The leading broadening is $3\eta\,\Delta\nu=2\pi^2\Delta\nu/(DT)^2=2/(\Delta\nu T^2)$. The numerical second-order coefficient at $DT=400$ is $-10.44$.

The two leading width biases are equal when $3\eta=\varepsilon$, or $\Delta\nu T=2\pi$. The computed widths cross at $\Delta\nu T=5.375$, because higher orders matter there. For longer records the Hann width is the less biased. When $DT$ is no longer large, the expansions fail and \eqref{window} must be evaluated directly.

\section{Recovering the linewidth}

The estimate proceeds as follows.
\begin{enumerate}
\item Generate $M$ phase records, form $E_n=e^{i\phi_n}$, and apply the window $g_n$.
\item Average the periodograms $P_k=h|\sum_n g_nE_ne^{-2\pi ikn/N}|^2/\sum_ng_n^2$ over records, at $f_k=k/T$.
\item For a trial $D$, compute the expected shape
\begin{equation}
S_k=h\Bigl[1+2\sum_{m=1}^{N-1}w_mr^m\cos(2\pi km/N)\Bigr],
\label{model}
\end{equation}
where $w_m$ is the normalized autocorrelation of $g_n$.
\item Minimize over $D$, with bars denoting averages over the fitted bins,
\begin{equation}
Q(D)=\ln\overline{P/S}+\overline{\ln S}.
\label{fit}
\end{equation}
\end{enumerate}
The last expression comes from minimizing $\overline{\ln(AS)+P/(AS)}$ over a free amplitude $A$, which gives $A=\overline{P/S}$. Up to a constant and a factor $M$, this is the negative log-likelihood per bin when the bin powers of the single records are independent and exponentially distributed, but its use does not rest on that assumption. With $q=\partial\ln S/\partial\ln D$, the stationary condition is
\begin{equation}
\overline{qP/S}=\bar q\;\overline{P/S}.
\label{score}
\end{equation}
It is linear in $P$. If $\langle P_k\rangle=AS_k$ at the true $D$, it holds on average there, even when bins are correlated. The estimate can still have a small nonlinear bias at finite $M$, which vanishes as $M$ grows.

Suppose instead that the infinite-record line is fitted, while the expected spectrum is $S(1+b)$. For a small shift $\delta_D$ of $\ln D$, $P/S\simeq1+b-\delta_Dq$, and \eqref{score} gives
\begin{equation}
\delta_D=\frac{\mathrm{Cov}(q,b)}{\mathrm{Var}(q)},
\label{fitbias}
\end{equation}
with covariance and variance taken over the bins. For the rectangle $b=\varepsilon q$, so $\delta_D=\varepsilon$: the fit has the same leading bias as the half-maximum width.

The Hann case is different. Put $c=1/(1+x^2)$. Then $q=1-2c$, and the first-order term of \eqref{hann} gives $b=\eta(6c-8c^2)$, so
\begin{equation}
\mathrm{Cov}(q,b)=\eta\,[-12\,\mathrm{Var}(c)+16\,\mathrm{Cov}(c,c^2)].
\end{equation}
For closely spaced bins over $|x|\le X$ with $X\gg1$, the averages of $c$, $c^2$ and $c^3$ are $\pi/2X$, $\pi/4X$ and $3\pi/16X$ to leading order. The terms in $1/X$ cancel: $-3\pi+3\pi=0$. The products of averages leave $(3-2)\pi^2/X^2$, while $\mathrm{Var}(q)\simeq\pi/X$. Hence
\begin{equation}
\delta_D\simeq\frac{\pi\eta}{X}.
\label{hfit}
\end{equation}
A broadband fit is thus much less sensitive to Hann smoothing than a reading of the half-maximum width.

\section{Worked example}

Take $\Delta\nu=1$ MHz, so $D=3.1416\ \mu\mathrm{s}^{-1}$, with $h=0.01\ \mu$s and $N=1024$. Then $T=10.24\ \mu$s, $DT=32.17$, $\varepsilon=0.03108$ and $\eta=0.006358$. The bin spacing is $97.7$ kHz. There are 8000 records in 20 batches, and the quoted standard errors come from the scatter between batches.

For the rectangle, \eqref{rwidth} gives a relative broadening of
\[
0.03108+1.5(0.03108)^2=0.0325,
\]
and the computed width is $1.0326$ MHz. For the Hann window, \eqref{hwidth} gives
\[
3(0.006358)-10.5(0.006358)^2=0.0186,
\]
and the computed width is $1.0187$ MHz. At half the record length the widths are $1.068$ and $1.071$ MHz, and the Hann window is slightly worse. At $T=40.96\ \mu$s they are $1.0079$ and $1.0012$ MHz, showing the faster decay of the Hann bias.

Between 4 and 8 MHz from the carrier, the rectangular spectrum lies $(2.88\pm0.15)\%$ above the sampled infinite-record line \eqref{sampled}; the expected excess is $3.06\%$. With the endpoint mismatch removed, the excess becomes $(-0.21\pm0.15)\%$. The Hann value is $(-0.45\pm0.21)\%$, against an expected $0.03\%$.

The linewidth fits use the 103 bins with $|f|\le5$ MHz:
\begin{center}
\begin{tabular}{llcc}
Window & Fitted line & Fit (MHz) & Expected (MHz)\\
Rectangle & infinite record & $1.0287\pm0.0011$ & $1.0312$\\
Rectangle & finite record & $0.9974\pm0.0011$ & $1.0000$\\
Hann & infinite record & $0.9978\pm0.0020$ & $1.0021$\\
Hann & finite record & $0.9957\pm0.0020$ & $1.0000$
\end{tabular}
\end{center}
In the first and third rows the fitted line is \eqref{sampled}, and the expected values come from fitting it to the noiseless expected spectrum. For the Hann window, $X=2\pi\times5/D=10$, and \eqref{hfit} predicts a bias of $\pi(0.006358)/10=0.0020$, or $2.0$ kHz, close to the computed $2.1$ kHz.

All four fits lie below expectation by 2.1 to 2.3 of the quoted standard errors. The rectangular error from these 20 batches happens to be low; its true value is near $1.5$ kHz, which makes those two deviations about 1.7 standard errors. They use the same records, so these are not four independent deviations. The simulated field correlation at $0.32\ \mu$s, $0.3672\pm0.0008$ against $0.3659$, also leans towards a narrower line. The deviations are within the five standard errors allowed in the tests. The expected spectra were checked separately, without random numbers, against sums over the full covariance matrix of the samples. This set of records therefore confirms the recovered linewidth to a few parts in a thousand, and no better.

The rectangular fit bias is $31.2$ kHz, while the random error for 8000 records is estimated at $1.1$ kHz. If the random error scales as $M^{-1/2}$, the two are equal at
\[
M=8000\left(\frac{1.11}{31.24}\right)^2\simeq10 .
\]
This is only an order of magnitude, because the random error is itself estimated from just 20 batches and enters squared. With the true error of about $1.5$ kHz the balance lies near $M\simeq20$, where fits scatter by about $31$ kHz. Beyond a few tens of records of this length, the infinite-record fit with a rectangular window is limited by its bias, and further averaging only makes the wrong width more precise. For white frequency noise, the remedy is to fit \eqref{model}, or to reduce the bias with longer records. A real laser with appreciable $1/f$ frequency noise has a broader line that is not Lorentzian. The half-maximum width, and a fit over a few linewidths, then exceed $D/\pi$ whichever step is taken. The fitted value depends on the fitted band and approaches $D/\pi$ only slowly as the band widens into the wings, where detector noise and relaxation oscillations, left out here, set a limit. In practice the $1/f$ noise must be included in the fitted line. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
true linewidth FWHM: 1.000 MHz
phase diffusion rate D: 3.14159 1/us
time step h: 0.010 us; D h = 0.03142
samples per record: 1024; record length T: 10.24 us
records: 8000 in 20 batches
bin spacing 1/T: 97.66 kHz; D T = 32.170
eps = 0.03108; eta = 0.006358
correlation at lag 0.32 us, simulated: 0.3672 +- 0.0008
correlation at that lag, theory: 0.3659
field-form Euler mean power, 64 steps, 40000 paths: 1.0677 +- 0.0043
same, theory: 1.0652; over a full record: 2.746
width bias from sampling alone: 0.0823 kHz
leading width bias, rectangle 1/(pi T): 31.08 kHz
leading width bias, Hann 2/(FWHM T^2): 19.07 kHz
second-order coefficient, rectangle (D T = 400): 1.504
second-order coefficient, Hann (D T = 400): -10.438
max relative error of D -> D+1/T line, D T = 100: 1.00e-04
max relative error of D -> D+1/T line, D T = 200: 2.50e-05
peak / true peak, rectangle: 0.96892
peak / true peak, Hann: 0.98772
expected half-maximum widths (continuous time):
  T =  5.12 us: rectangle 1.06833 MHz, Hann 1.07099 MHz
  T = 10.24 us: rectangle 1.03258 MHz, Hann 1.01869 MHz
  T = 20.48 us: rectangle 1.01591 MHz, Hann 1.00474 MHz
  T = 40.96 us: rectangle 1.00786 MHz, Hann 1.00119 MHz
equal-bias FWHM*T: 5.375 (leading order 6.283)
wing band 4 to 8 MHz, 82 bins; relative excess in percent:
  rectangle: 2.882 +- 0.153, theory 3.060
  Hann: -0.445 +- 0.207, theory 0.029
  rectangle, mismatch removed: -0.214 +- 0.152
linewidth fits, |f| <= 5 MHz, 103 bins:
  rect, infinite-record model: 1.02868 +- 0.00111 MHz, expected 1.03124 MHz
  rect, finite-record model: 0.99744 +- 0.00111 MHz, expected 1.00000 MHz
  Hann, infinite-record model: 0.99783 +- 0.00204 MHz, expected 1.00209 MHz
  Hann, finite-record model: 0.99573 +- 0.00204 MHz, expected 1.00000 MHz
records at which random error equals rectangle fit bias: 10
\end{verbatim}
